# Chern numbers modulo two and four from rotation eigenvalues

## Definitions and conventions

The system is a two-dimensional crystal of independent, spinless electrons with $N$ occupied bands. At every $\mathbf k$ a direct gap separates them from the empty bands; among themselves they may touch. The reciprocal vectors $\mathbf b_1,\mathbf b_2$ are ordered counterclockwise, and

$$\Gamma=0,\quad X=\tfrac12\mathbf b_1,\quad Y=\tfrac12\mathbf b_2,\quad M=\tfrac12(\mathbf b_1+\mathbf b_2).$$

In an orthonormal basis of localized orbitals at positions $\boldsymbol\tau_a$, a Bloch state has amplitude $e^{i\mathbf k\cdot\mathbf r}u_a(\mathbf k)$ on the orbital $a$ at $\mathbf r=\mathbf T+\boldsymbol\tau_a$, with $\mathbf T$ a lattice vector. The vector $u$ is an eigenvector of

$$H_{ab}(\mathbf k)=\sum_{\mathbf T}e^{i\mathbf k\cdot(\mathbf T+\boldsymbol\tau_b-\boldsymbol\tau_a)}\,t_{ab}(\mathbf T).$$

Since $e^{i\mathbf G\cdot\mathbf T}=1$, a reciprocal vector $\mathbf G$ changes only the phases of the orbitals:

$$H(\mathbf k+\mathbf G)=V(\mathbf G)^\dagger H(\mathbf k)V(\mathbf G),\qquad V(\mathbf G)=\mathrm{diag}(e^{i\mathbf G\cdot\boldsymbol\tau_a}).\tag{1}$$

For occupied states $u_n$, the connection, curvature and Chern number are

$$\mathbf A_{mn}=i\langle u_m|\nabla u_n\rangle,\quad F=\partial_x\mathrm{tr}A_y-\partial_y\mathrm{tr}A_x,\quad C=\frac1{2\pi}\int_{\rm zone}F\,d^2k.$$

Rotations are counterclockwise and act on functions as $(R\psi)(\mathbf r)=\psi(R^{-1}\mathbf r)$. The form of the result depends on these choices (the sign of $F$ fixes the sign of $C$, the sense of rotation fixes the labels): reversing either the rotation or the sign of $F$ turns $i^C$ into $i^{-C}$ in the fourfold formula.

**Wilson lines.** Let $P(\mathbf k)$ project on the occupied space. The Wilson line $W[\gamma]$ is the product of projectors along a path $\gamma$, later points to the left, in the limit of small steps. It maps the occupied space at the start to that at the end. One step has the matrix

$$\langle u_m(\mathbf k+d\mathbf k)|u_n(\mathbf k)\rangle=\delta_{mn}+\langle\nabla u_m|u_n\rangle\cdot d\mathbf k=\delta_{mn}+i\mathbf A_{mn}\cdot d\mathbf k .$$

The last equality uses $\langle\nabla u_m|u_n\rangle=-\langle u_m|\nabla u_n\rangle$, which follows from orthonormality. As $\mathbf A$ is Hermitian, $W$ is unitary in the limit. One step has determinant $1+i\,\mathrm{tr}\mathbf A\cdot d\mathbf k$, so for a counterclockwise loop around a patch $S$ Stokes' theorem gives

$$\det W[\partial S]=\exp\Big(i\int_SF\,d^2k\Big).\tag{2}$$

Stokes' theorem needs a smooth frame. On a small enough patch one is obtained by projecting a fixed set of vectors on the occupied space and orthonormalizing. A larger patch is cut into small ones, whose inner edges are run through in both directions and cancel. For the whole zone, opposite edges cancel by (1), so $e^{2\pi iC}=1$ and $C$ is an integer.

## A simple case: one band, twofold rotation

Let one band be occupied and let all orbitals sit on the rotation centre, so that $V=1$. The rotation is a constant matrix $D_2$ with $D_2^2=1$ and

$$D_2H(\mathbf k)D_2^\dagger=H(-\mathbf k).$$

Each of the four points $K$ equals $-K$ up to a reciprocal vector. There $D_2$ commutes with $H(K)$, and the occupied vector $|K\rangle$ obeys $D_2|K\rangle=\zeta(K)|K\rangle$ with $\zeta=\pm1$.

If $u(\mathbf k)$ is occupied, $D_2u(\mathbf k)$ is occupied at $-\mathbf k$. Using it as the frame there gives $\mathbf A(-\mathbf k)=-\mathbf A(\mathbf k)$, and differentiating once more gives $F(-\mathbf k)=F(\mathbf k)$. Half the zone therefore carries the flux $\pi C$, and by (2) the loop around it has the value $e^{i\pi C}=(-1)^C$.

Take the half between the line through $\Gamma,Y$ and the line through $X,M$. Its counterclockwise boundary is

$$\Gamma\to-Y\to M-\mathbf b_2\to X\to M\to Y\to\Gamma.\tag{3}$$

Three lines suffice to describe it: $l:\Gamma\to Y$, $t:Y\to M$ and $r:X\to M$. For a line from $K$ to $K'$ put $w=\langle K'|W|K\rangle$, a phase. The rotated line has

$$\langle K'|D_2WD_2^\dagger|K\rangle=\zeta(K')\,w\,\zeta(K)^{*}.$$

The six edges contribute in order:

- $\Gamma\to-Y$ is $l$ rotated: $\zeta(Y)\zeta(\Gamma)^*w_l$.
- $-Y\to M-\mathbf b_2$ is $t$ shifted: $w_t$.
- $M-\mathbf b_2\to X$ is $r$ rotated, shifted by $\mathbf b_1$ and reversed: $[\zeta(M)\zeta(X)^*w_r]^{-1}=\zeta(M)^*\zeta(X)w_r^{-1}$.
- $X\to M\to Y\to\Gamma$ gives $w_r\,w_t^{-1}\,w_l^{-1}$.

Every $w$ meets its inverse. Since $\zeta$ is real,

$$(-1)^C=\zeta(\Gamma)\zeta(X)\zeta(Y)\zeta(M).\tag{4}$$

**Limit: no hopping.** An isolated orbital gives a constant $u$, hence $F=0$ and $C=0$. All four labels are then equal and their product is $+1$, as (4) requires. An odd Chern number needs an odd number of points at which the label is $-1$, so $u$ must change its orbital character across the zone.

## Many bands and orbitals away from the centre

Let $R$ now be a rotation of order $n=2$ or $4$. It takes an orbital at $\boldsymbol\tau_a$ to orbitals at positions equal to $R\boldsymbol\tau_a$ up to lattice vectors, with coefficients $D_{ba}$. A bond vector $\mathbf d$ becomes $R\mathbf d$, and $\mathbf k\cdot\mathbf d=R\mathbf k\cdot R\mathbf d$; therefore

$$DH(\mathbf k)D^\dagger=H(R\mathbf k).\tag{5}$$

Where $D_{ba}\neq0$, the phases $\mathbf G\cdot\boldsymbol\tau_a=R\mathbf G\cdot R\boldsymbol\tau_a$ and $R\mathbf G\cdot\boldsymbol\tau_b$ agree modulo $2\pi$. Hence

$$DV(\mathbf G)=V(R\mathbf G)D.\tag{6}$$

The label of a Bloch state is not always an eigenvalue of $D$ alone. The rotated state has the amplitude

$$\sum_aD_{ba}e^{i\mathbf k\cdot R^{-1}\mathbf r}u_a=e^{iR\mathbf k\cdot\mathbf r}(Du)_b .$$

At an invariant point, $RK=K+\mathbf G$, and $e^{i\mathbf G\cdot\mathbf r}=e^{i\mathbf G\cdot\boldsymbol\tau_b}$ on the orbital $b$. The rotation thus acts on $u(K)$ as

$$B_K=V(RK-K)\,D.\tag{7}$$

By (1) and (5), $B_K$ commutes with $H(K)$. Its eigenvalues in the occupied space are the labels, and $\det B_K$ below is their product.

The projectors transform as $H$ does, so a Wilson line obeys

$$W[R\gamma]=DW[\gamma]D^\dagger,\qquad W[\gamma+\mathbf G]=V(\mathbf G)^\dagger W[\gamma]V(\mathbf G).\tag{8}$$

Applied to small loops, the first relation shows that $F(R\mathbf k)=F(\mathbf k)$. A wedge whose $n$ rotated copies fill the zone, up to reciprocal shifts, carries the flux $2\pi C/n$. Only rotations are used to reduce the zone. A mirror line would obey a relation of the same form as the first one in (8), but it reverses the sense of a small loop, so by (2) it would make $F$ odd under the reflection and force $C=0$. This holds for a unitary mirror. A mirror combined with time reversal adds a complex conjugation, leaves $F$ even and allows $C\neq0$; the s, $p_+$ model below has one, $H(-k_x,k_y)=\sigma_zH(\mathbf k)^*\sigma_z$.

**Twofold rotation.** Write $V_j=V(\mathbf b_j)$. With (8), the loop (3), read from right to left, is

$$W=W_l^{-1}W_t^{-1}W_r\,(V_1^\dagger D_2W_r^{-1}D_2^\dagger V_1)(V_2W_tV_2^\dagger)(D_2W_lD_2^\dagger).$$

Inverses are taken between occupied spaces. Since $-2X=-\mathbf b_1$, $-2Y=-\mathbf b_2$ and $-2M=-\mathbf b_1-\mathbf b_2$, (7) identifies the factors between the lines:

$$V_1^\dagger D_2=B_X,\quad D_2^\dagger V_1V_2=B_M^{-1},\quad V_2^\dagger D_2=B_Y,\quad D_2^\dagger=B_\Gamma^{-1}.$$

Therefore

$$W=W_l^{-1}W_t^{-1}W_r\,B_X\,W_r^{-1}\,B_M^{-1}\,W_t\,B_Y\,W_l\,B_\Gamma^{-1}.$$

Choose one occupied basis at each of the four points. Every factor is then an $N\times N$ matrix, and the determinants of the lines cancel in pairs. As all $\zeta_j=\pm1$,

$$(-1)^C=\prod_{j=1}^{N}\zeta_j(\Gamma)\zeta_j(X)\zeta_j(Y)\zeta_j(M).\tag{9}$$

The index $j$ numbers the occupied states at each point separately; no band has to be followed from one point to another.

**Limit: an isolated orbital on an edge.** An s orbital at half the first lattice vector has $D_2=1$, up to a lattice vector. Equation (7) gives $\zeta(\Gamma)=\zeta(Y)=1$ and $\zeta(X)=\zeta(M)=e^{-i\pi}=-1$. The labels now differ although the band is flat and has $C=0$, and the product is still $+1$. Without $V$ in (7) these labels would be wrong.

## The fourfold wedge

On a square lattice with lattice constant 1, let $R(k_x,k_y)=(-k_y,k_x)$. The wedge is the square with the corners $\Gamma=(0,0)$, $X=(\pi,0)$, $M=(\pi,\pi)$ and $Y=(0,\pi)$. It carries the flux $\pi C/2$, so (2) gives

$$\det W[\Gamma\to X\to M\to Y\to\Gamma]=e^{i\pi C/2}=i^C.$$

Let $p:\Gamma\to X$ and $q:X\to M$. The other two edges are copies of these:

- $Rp$ runs from $\Gamma$ to $RX=Y$.
- $R^{-1}q$ runs from $(0,-\pi)$ to $(\pi,-\pi)$; shifted by $\mathbf b_2$ it runs from $Y$ to $M$.

The loop uses both copies backwards. By (8),

$$W[Y\to\Gamma]=DW_p^{-1}D^\dagger,\qquad W[M\to Y]=V_2^\dagger D^\dagger W_q^{-1}DV_2 .$$

The whole loop is

$$W=D\,W_p^{-1}\,(D^\dagger V_2^\dagger D^\dagger)\,W_q^{-1}\,(DV_2)\,W_q\,W_p.\tag{10}$$

The bracket at $M$ is $DV_2=V(R\mathbf b_2)D=V(-\mathbf b_1)D$ by (6). Because $RM-M=(-\pi,\pi)-(\pi,\pi)=-\mathbf b_1$, this is the fourfold $B_M$.

The bracket at $X$ is the inverse of $DV_2D=V(-\mathbf b_1)D^2$. Because $R^2X-X=-2X=-\mathbf b_1$, this is the twofold $B_X$. A quarter turn takes $X$ to $Y$, so only the half turn has a label there.

The line determinants cancel again, which leaves

$$i^C=\frac{\det B_\Gamma\,\det B_M}{\det B_X}=\prod_{j=1}^{N}\xi_j(\Gamma)\,\xi_j(M)\,\zeta_j(X),\tag{11}$$

where $\xi$ is a fourfold and $\zeta$ a twofold label. The last step uses $1/\zeta=\zeta$, which holds for spinless states. If a full turn gave $-1$, then $\zeta=\pm i$ and $1/\zeta=-\zeta$; the quotient would stand, but the product would acquire the factor $(-1)^N$.

**Limit: only the half turn is used.** Squaring (11) gives $(-1)^C=\prod_j\zeta_j(\Gamma)\zeta_j(M)$, because $\xi^2=\zeta$ and $\zeta_j(X)^2=1$. Equation (9) contains in addition $\prod_j\zeta_j(X)\zeta_j(Y)$. The quarter turn maps the states at $X$ on those at $Y$ with equal twofold labels, so this factor is 1 and the formulas agree.

**A second limit: another rotation centre.** The cell centre $\mathbf c=(\tfrac12,\tfrac12)$ is also a fourfold centre. Rotating about it replaces $R^{-1}\mathbf r$ by $\mathbf c+R^{-1}(\mathbf r-\mathbf c)$, which multiplies each label by $e^{-i(RK-K)\cdot\mathbf c}$. This factor is 1 at $\Gamma$. At $M$, and for the half turn at $X$, the difference is $-\mathbf b_1$ and the factor is $e^{i\pi}=-1$. The two signs cancel for every band, so (11) doesn't depend on the choice of centre.

## A model in which the lost multiple of four is visible

Each site of the square lattice carries an s orbital and a $p_+$ orbital of the form $x+iy$. Energies are in units of $t$, where every hopping amplitude has the magnitude $t/2$. In the order s, $p_+$,

$$H=\begin{pmatrix}d_z&g\\g^*&-d_z\end{pmatrix},\quad d_z=m-\cos k_x-\cos k_y,\quad g=f(k_x)+if(k_y),$$

with $f(k)=\sin k+\sin2k$. For a quarter turn $R^{-1}(x,y)=(y,-x)$, so $x+iy$ becomes $y-ix=-i(x+iy)$. Thus $D=\mathrm{diag}(1,-i)$. Since $f$ is odd, $g(R\mathbf k)=-f(k_y)+if(k_x)=ig(\mathbf k)$, which is what (5) demands.

**Labels.** At $\Gamma$, $X$ and $M$ the coupling $g$ vanishes. The lower state is s if $d_z<0$ and $p_+$ if $d_z>0$. For $m=1$:

- At $\Gamma$, $d_z=1-2=-1$: s, $\xi=1$.
- At $M$, $d_z=1+2=3$: $p_+$, $\xi=-i$.
- At $X$, $d_z=1-1+1=1$: $p_+$, $\zeta=(-i)^2=-1$.

The product is $1\cdot(-i)\cdot(-1)=i$, so $C$ is 1 modulo 4. For $m=0.25$ the values of $d_z$ are $-1.75$, $2.25$ and $0.25$. Their signs, and therefore the labels, are the same.

**A direct count.** The Chern number can be found without rotation labels. With $E=\sqrt{d_z^2+|g|^2}$, the lower state is proportional to $u=(-g,\;d_z+E)$. This form is periodic and smooth except where $g=0$ and $d_z<0$, because both components vanish there. Near such a point $u'=(d_z-E,\;g^*)$ is smooth. After normalization $u=e^{i\arg g}u'$, hence

$$\mathbf A=\mathbf A'-\nabla\arg g .$$

Cut a small disc around each singular point. The flux through the rest of the zone is $-\sum\oint\mathbf A\cdot d\mathbf k$, with counterclockwise circles. As the discs shrink, $\oint\mathbf A'\cdot d\mathbf k$ and the flux inside them vanish. If $g$ winds $w$ times around a point, then

$$C=\sum_{g=0,\;d_z<0}w.\tag{12}$$

From $f=\sin k\,(1+2\cos k)$, the zeros of $f$ are $0$, $\pi$ and $\pm2\pi/3$. The slopes $f'=\cos k+2\cos2k$ are $3$, $1$ and $-\tfrac32$ respectively. The winding is the sign of the product of the two slopes, and $d_z<0$ means $m<\cos k_x+\cos k_y$:

- $\Gamma$: $w=1$, counted for $m<2$.
- $(0,\pm2\pi/3)$ and $(\pm2\pi/3,0)$: total $-4$, counted for $m<\tfrac12$.
- $X,Y$: total $+2$, for $m<0$.
- $(\pm2\pi/3,\pm2\pi/3)$: total $+4$, for $m<-1$.
- $(\pi,\pm2\pi/3)$ and $(\pm2\pi/3,\pi)$: total $-4$, for $m<-\tfrac32$.
- $M$: $+1$, for $m<-2$.

Hence $C=1$ at $m=1$, but $C=1-4=-3$ at $m=0.25$. Between them, at $m=\tfrac12$, the gap closes at four points related by the rotation. No label is defined at these points, and none changes. The computed closing is zero to rounding error. At $m=\tfrac12$ itself the labels still exist, but the lower band has no Chern number. The curvature can still be integrated around the four touching points; the total tends to $2\pi\cdot(-1)$, the mean of the two sides, and $i^{-1}$ differs from the label product $i$. A gap at the labelled points alone is not enough.

Continuing downwards, (12) gives $C=-1,3,-1,0$ at $m=-0.5,-1.25,-1.75,-3$, and $C=0$ at $m=3$. Sums of gauge-invariant plaquette fluxes give the same integers at all seven values of $m$. The step at $m=0$ changes $C$ by 2, and (11) sees it because $\zeta(X)$ changes sign.

**Flux and loop.** Integrating the curvature over the quarter zone gives $1.5708$ rad at $m=1$ and $-4.7124$ rad at $m=0.25$, which are $\pi/2$ and $-3\pi/2$. The phase of the wedge loop is $1.5708$ rad in both cases. The fluxes differ by $2\pi$, and the exponential in (2) removes this difference. That is where the information about multiples of four is lost.

With 1000 steps per edge the loop has modulus $0.991$ at $m=1$ and $0.979$ at $m=0.25$, instead of 1. Each finite step loses norm in second order of its length, so the total loss falls as the inverse number of steps. The phase has no such error. If the points on paired edges correspond by symmetry, the reversed discrete line is the adjoint of the forward one, and their determinants multiply to $|\det W|^2$, which is positive unless the mesh is so coarse that an overlap vanishes. In this model the overlaps along each edge are real, so the phase is exact even on unpaired meshes; in a general model the pairing is needed.

About the cell centre, the labels at $m=1$ become $\xi(M)=i$ and $\zeta(X)=1$. The product remains $i$, as the change of centre requires.

## Tests beyond two bands

Formulas (9) and (11) were tested on random six-orbital Hamiltonians with one to five occupied bands and with orbitals both on and off the rotation centre. Cases with a small gap or a large flux through one plaquette were set aside, because the grid might then miscount $C$. All 204 remaining fourfold cases obey (11), about either centre, and also (9). Their Chern numbers run from $-5$ to $7$, and each remainder modulo 4 occurs at least 36 times. All 54 twofold cases obey (9), with 25 even and 29 odd Chern numbers.

The sign in (2) was tested on a rectangle without symmetry, in a fourfold sample with two occupied bands: flux and Wilson phase are both $0.3093$ rad. In a twofold sample with $C=-1$ the half-zone flux is $-1.0000\,\pi$, as the first stage of the argument requires. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Energies in units of the hopping t; lattice constant 1; fluxes in radians
fourfold label of the orbital x+iy: +0-1i
Lower band of the s, p+ model: labels, product, Chern number, grid gap
m=+3.00 xi(Gamma)=+0-1i xi(M)=+0-1i zeta(X)=-1 product=+1+0i C=+0 gap=2.000 t
m=+1.00 xi(Gamma)=+1+0i xi(M)=+0-1i zeta(X)=-1 product=+0+1i C=+1 gap=0.880 t
m=+0.25 xi(Gamma)=+1+0i xi(M)=+0-1i zeta(X)=-1 product=+0+1i C=-3 gap=0.431 t
m=-0.50 xi(Gamma)=+1+0i xi(M)=+0-1i zeta(X)=+1 product=+0-1i C=-1 gap=0.808 t
m=-1.25 xi(Gamma)=+1+0i xi(M)=+0-1i zeta(X)=+1 product=+0-1i C=+3 gap=0.381 t
m=-1.75 xi(Gamma)=+1+0i xi(M)=+0-1i zeta(X)=+1 product=+0-1i C=-1 gap=0.431 t
m=-3.00 xi(Gamma)=+1+0i xi(M)=+1+0i zeta(X)=+1 product=+1+0i C=+0 gap=2.000 t
m=1.00 energies at Gamma: -1.000, +1.000 t
m=1.00 energies at X: -1.000, +1.000 t
m=1.00 energies at M: -3.000, +3.000 t
m=1.00 quarter-zone flux: 1.57080 rad; pi*C/2 = 1.57080 rad
m=1.00 wedge loop, 1000 steps per edge: modulus 0.9908, phase 1.57080 rad
m=0.25 energies at Gamma: -1.750, +1.750 t
m=0.25 energies at X: -0.250, +0.250 t
m=0.25 energies at M: -2.250, +2.250 t
m=0.25 quarter-zone flux: -4.71239 rad; pi*C/2 = -4.71239 rad
m=0.25 wedge loop, 1000 steps per edge: modulus 0.9789, phase 1.57080 rad
m=0.50 largest gap at the four points (0,+-2pi/3), (+-2pi/3,0): 0.000000 t
m=1.00 about the cell centre: xi(M)=+0+1i zeta(X)=+1 product=+0+1i
Random six-orbital models
fourfold: 204 gapped cases; cases per Chern number: -5:5, -4:5, -3:20, -2:16, -1:34, +0:33, +1:46, +2:16, +3:16, +4:4, +5:4, +6:4, +7:1
fourfold: cases per residue of C: 0:42, 1:70, 2:36, 3:56
twofold: 54 gapped cases; cases per Chern number: -2:3, -1:14, +0:14, +1:13, +2:7, +3:2, +4:1
twofold: cases per residue of C: 0:25, 1:29
fourfold sample: 2 occupied bands, C=+1
  patch flux 0.30932 rad, Wilson phase 0.30932 rad
  wedge loop: modulus 0.9649, phase/pi +0.50000
twofold sample: 1 occupied bands, C=-1
  half-zone flux/pi -1.00000
  half-zone loop: modulus 0.9390, cosine of phase -1.00000
```
